# Coverage at Peak Roughness for Simultaneously Nucleated Hemispherical Islands: a program that tests the result

```python
# RESULT UNDER TEST: equal hemispheres of radius R on Poisson-placed nuclei
# (density N), all born together, have maximum rms height at coverage 0.856.
# Symbols: a = 1/sqrt(pi N), r = R/a, D = Dawson function,
# theta = 1 - exp(-r^2) = coverage, S = variance of height / a^2,
# G = theta - 2 D (r - D), with dS/dr = 2 r G.
# Lengths are in nm, densities in nm^-2, growth in nm per cycle.
import numpy as np
from scipy.special import dawsn
from scipy.optimize import brentq, minimize_scalar
from scipy.spatial import cKDTree

rng = np.random.default_rng(12345)
nodes, weights = np.polynomial.legendre.leggauss(200)


def coverage(r):
    return -np.expm1(-r**2)


def variance(r):
    return 2*r*dawsn(r) - dawsn(r)**2 - coverage(r)


def slope_factor(r):
    return coverage(r) - 2*dawsn(r)*(r - dawsn(r))


def slope_factor_derivative(r):
    D = dawsn(r)
    return 2*r*np.exp(-r**2) + 2*D - 2*r + 4*r**2*D - 8*r*D**2


def moments(prob_below, top):
    """Mean and rms height by quadrature of the height distribution."""
    z = 0.5*top*(nodes + 1)
    w = 0.5*top*weights
    above = 1 - prob_below(z)
    mean = np.sum(w*above)
    return mean, np.sqrt(np.sum(w*2*z*above) - mean**2)


def sphere_moments(density, rho, drop):
    """Spheres of radius rho with centres a distance drop below the plane."""
    return moments(lambda z: np.exp(-np.pi*density*(rho**2 - (z + drop)**2)),
                   rho - drop)


def find_peak(rms_of_radius, low, high):
    grid = np.linspace(low, high, 200)
    k = int(np.argmax([rms_of_radius(x) for x in grid]))
    assert 0 < k < len(grid) - 1
    res = minimize_scalar(lambda x: -rms_of_radius(x), method="bounded",
                          bounds=(grid[k-1], grid[k+1]),
                          options={"xatol": 1e-8})
    return res.x, -res.fun


# ---- closed forms against quadrature of the height distribution ----
for r in (0.3, 0.9, 1.4, 2.5):
    mean, rms = sphere_moments(1/np.pi, r, 0.0)
    assert abs(mean - (r - dawsn(r))) < 1e-10
    assert abs(rms**2 - variance(r)) < 1e-10
    step = 1e-3
    up = sphere_moments(1/np.pi, r + step, 0.0)[1]**2
    down = sphere_moments(1/np.pi, r - step, 0.0)[1]**2
    assert abs((up - down)/(2*step) - 2*r*slope_factor(r)) < 1e-5
    numeric = (slope_factor(r + step) - slope_factor(r - step))/(2*step)
    assert abs(numeric - slope_factor_derivative(r)) < 2e-5
assert abs(np.sqrt(variance(0.05))/(0.05**2/np.sqrt(2)) - 1) < 0.01
assert abs(np.sqrt(variance(20.0))*40 - 1) < 0.01

# ---- one maximum only: bounds at both ends, guarded grid between ----
small = np.linspace(0.02, 0.7, 500)
assert np.all(slope_factor(small) >= small**2*(1 - 11*small**2/6))
large = np.linspace(2, 20, 2000)
tail = 1/(2*large) + 1/(4*large**3) + 3/(8*large**5)
assert np.all(dawsn(large) > tail) and np.all(2*tail*(large - tail) > 1)
assert np.all(slope_factor(large) < 0)
h = 1e-4
left, middle, right = (np.arange(p, q + h, h)
                       for p, q in ((0.7, 1.3), (1.3, 1.5), (1.5, 2.0)))
assert slope_factor(left).min() > 20*h
assert slope_factor(right).max() < -20*h
assert slope_factor_derivative(middle).max() < -60*h

r_peak = brentq(slope_factor, 1.3, 1.5, xtol=1e-13)
theta_peak = coverage(r_peak)
r_direct, rms_direct = find_peak(
    lambda x: sphere_moments(1/np.pi, x, 0.0)[1], 0.2, 4.0)
assert abs(r_direct - r_peak) < 1e-5
assert abs(rms_direct - dawsn(r_peak)) < 1e-9
assert round(100*theta_peak) == 86

# ---- worked example ----
density_cm2 = 1e12
density = density_cm2*1e-14
growth = 0.05
a = 1/np.sqrt(np.pi*density)
R_peak = r_peak*a
rms_peak = a*np.sqrt(variance(r_peak))
mean_peak = a*(r_peak - dawsn(r_peak))
near = 0.99*np.sqrt(variance(r_peak))
r_low = brentq(lambda x: np.sqrt(variance(x)) - near, 0.5, r_peak)
r_high = brentq(lambda x: np.sqrt(variance(x)) - near, r_peak, 3.0)

# ---- simulated images: nearest-nucleus distance at each pixel ----
side, pixels = 1000.0, 400
axis = (np.arange(pixels) + 0.5)*side/pixels
image_points = np.stack(np.meshgrid(axis, axis, indexing="ij"),
                        axis=-1).reshape(-1, 2)
cycles = np.arange(110, 211)
tip_radius, angle_deg = 10.0, 70.0
cos_a, sin_a = np.cos(np.radians(angle_deg)), np.sin(np.radians(angle_deg))
R_test = 7.0


def image_rms(dist2, rho, drop):
    height = np.sqrt(np.maximum(rho**2 - dist2, 0)) - drop
    return np.std(np.maximum(height, 0))


def analyse_image(nuclei):
    dist = cKDTree(nuclei, boxsize=side).query(image_points)[0]
    d2 = dist**2
    curve = [image_rms(d2, growth*n, 0.0) for n in cycles]
    k = int(np.argmax(curve))
    assert 0 < k < len(cycles) - 1
    return (np.mean(dist < growth*cycles[k]), image_rms(d2, R_peak, 0.0),
            image_rms(d2, R_test + tip_radius, tip_radius),
            image_rms(d2, R_test/sin_a, R_test*cos_a/sin_a))


n_images = 16
images = np.array([analyse_image(
    rng.random((rng.poisson(density*side**2), 2))*side)
    for _ in range(n_images)])
img_mean, img_sd = images.mean(axis=0), images.std(axis=0, ddof=1)
img_se = img_sd/np.sqrt(n_images)
expected = np.array([
    theta_peak, rms_peak,
    sphere_moments(density, R_test + tip_radius, tip_radius)[1],
    sphere_moments(density, R_test/sin_a, R_test*cos_a/sin_a)[1]])
# sampling error only: four standard errors of the mean over images
assert np.all(np.abs(img_mean - expected) < 4*img_se)
assert img_se[0] < 0.004 and np.all(img_se[1:]/expected[1:] < 0.01)

# ---- spherical tip scanned over one hemisphere, by direct contact search ----
x = np.arange(-40, 40, 0.005)
island = np.sqrt(np.maximum(R_test**2 - x**2, 0))
for x_tip in (0.0, 4.0, 9.0, 13.0, 18.0):
    inside = np.abs(x - x_tip) <= tip_radius
    contact = np.max(island[inside] - tip_radius
                     + np.sqrt(tip_radius**2 - (x[inside] - x_tip)**2))
    formula = max(0.0, np.sqrt(max((R_test + tip_radius)**2 - x_tip**2, 0))
                  - tip_radius)
    assert abs(contact - formula) < 2e-3  # finite spacing of x

R_tip, rms_tip = find_peak(lambda R: sphere_moments(
    density, R + tip_radius, tip_radius)[1], 0.5, 20.0)
R_cap, rms_cap = find_peak(lambda R: sphere_moments(
    density, R/sin_a, R*cos_a/sin_a)[1], 0.5, 20.0)

# ---- nucleation spread evenly over a window of cycles ----
window_cycles = 50
window = window_cycles*growth


def spread_below(z, R, W):
    lowest = np.minimum(np.maximum(np.maximum(R - W, 0), z), R)
    integral = (R**3 - lowest**3)/3 - z**2*(R - lowest)
    return np.exp(-np.pi*density*integral/W)


def spread_moments(R, W):
    return moments(lambda z: spread_below(z, R, W), R)


assert abs(spread_moments(R_peak, 1e-4)[1] - rms_peak) < 1e-3
count = int(round(density*side**2))
nuclei = rng.random((count, 2))*side
birth = rng.random(count)*window
probe = rng.random((40000, 2))*side
R_old = 9.0


def spread_heights(points, births):
    dist, index = cKDTree(points, boxsize=side).query(probe, k=24)
    return np.sqrt(np.maximum((R_old - births[index])**2 - dist**2,
                              0)).max(axis=1)


heights_all = spread_heights(nuclei, birth)
pairs = cKDTree(nuclei, boxsize=side).query_pairs(window, output_type="ndarray")
gap = nuclei[pairs[:, 0]] - nuclei[pairs[:, 1]]
gap -= side*np.round(gap/side)
delay = birth[pairs[:, 0]] - birth[pairs[:, 1]]
hit = np.hypot(gap[:, 0], gap[:, 1]) < np.abs(delay)
later = np.where(delay > 0, pairs[:, 0], pairs[:, 1])[hit]
real = np.ones(count, bool)
real[later] = False
assert 0 < np.sum(~real)
heights_real = spread_heights(nuclei[real], birth[real])
assert np.max(np.abs(heights_all - heights_real)) < 1e-6
spread_mean, spread_rms = spread_moments(R_old, window)
# one image of 10000 islands: sampling scatter of order one percent
assert abs(heights_all.mean()/spread_mean - 1) < 0.03
assert abs(heights_all.std()/spread_rms - 1) < 0.05
R_spread, rms_spread = find_peak(
    lambda R: spread_moments(R, window)[1], 3.0, 20.0)
theta_spread = 1 - spread_below(0.0, R_spread, window)

# ---- nuclei that keep a minimum spacing (random sequential placement) ----
spacing = 5.0


def spaced_nuclei():
    pool = rng.random((4*count, 2))*side
    close = cKDTree(pool, boxsize=side).query_pairs(
        spacing, output_type="ndarray")
    close = np.sort(close, axis=1)
    close = close[np.argsort(close[:, 1], kind="stable")]
    alive = [True]*len(pool)
    for early, late in close.tolist():
        if alive[early]:
            alive[late] = False
    chosen = pool[np.array(alive)]
    assert len(chosen) >= count
    return chosen[:count]


n_spaced = 8
spaced = np.array([analyse_image(spaced_nuclei()) for _ in range(n_spaced)])
spaced_mean = spaced.mean(axis=0)
spaced_se = spaced.std(axis=0, ddof=1)/np.sqrt(n_spaced)

# ---- output ----
print(f"peak r = R/a: {r_peak:.5f}")
print(f"peak coverage: {100*theta_peak:.2f} %")
print(f"peak rms/a = D(r): {dawsn(r_peak):.5f}")
print(f"peak mean height/a: {r_peak - dawsn(r_peak):.5f}")
print("table: r, coverage %, mean/a, rms/a, G")
for r in (0.5, 1.0, 1.3, 1.4, 1.5, 2.0, 3.0):
    print(f"  {r:.1f} {100*coverage(r):7.2f} {r - dawsn(r):.4f}"
          f" {np.sqrt(variance(r)):.4f} {slope_factor(r):+.5f}")
print(f"D(2) and its lower bound: {dawsn(2.0):.5f} {tail[0]:.5f}")
print(f"nucleus density: {density_cm2:.1e} cm^-2 = {density:.3f} nm^-2")
print(f"growth per cycle: {growth:.3f} nm")
print(f"length a: {a:.3f} nm")
print(f"radius at peak: {R_peak:.3f} nm")
print(f"cycles at peak: {R_peak/growth:.1f}")
print(f"mean height at peak: {mean_peak:.3f} nm")
print(f"rms roughness at peak: {rms_peak:.3f} nm")
print(f"lag of mean at peak: {(R_peak - mean_peak)/growth:.1f} cycles")
print(f"rms within 1 %: cycles {r_low*a/growth:.1f} to {r_high*a/growth:.1f}")
print(f"  coverage {100*coverage(r_low):.1f} to {100*coverage(r_high):.1f} %")
print(f"simulated images: {n_images}, side {side:.0f} nm, {pixels} pixels/side")
print(f"  peak coverage: {100*img_mean[0]:.2f} +- {100*img_se[0]:.2f} % (s.e.)")
print(f"  scatter of one image: {100*img_sd[0]:.2f} % coverage")
print(f"  rms at R_peak: {img_mean[1]:.3f} +- {img_se[1]:.3f} nm (s.e.)")
print(f"  scatter of one image: {img_sd[1]:.3f} nm rms")
print(f"nucleation window: {window_cycles} cycles = {window:.2f} nm")
print(f"  peak coverage {100*theta_spread:.2f} %, rms {rms_spread:.3f} nm")
print(f"  peak at cycle {R_spread/growth:.1f}")
print(f"  nuclei on covered ground: {100*np.mean(~real):.2f} %")
print(f"contact angle: {angle_deg:.0f} deg")
print(f"  peak coverage {100*coverage(R_cap/a):.2f} %, rms {rms_cap:.3f} nm")
print(f"tip radius: {tip_radius:.1f} nm")
print(f"  true coverage at measured peak {100*coverage(R_tip/a):.2f} %")
print(f"  measured peak rms {rms_tip:.3f} nm at cycle {R_tip/growth:.1f}")
print(f"minimum spacing: {spacing:.1f} nm, {n_spaced} images")
print(f"  peak coverage {100*spaced_mean[0]:.2f} +- {100*spaced_se[0]:.2f} %")
print(f"  rms at R_peak {spaced_mean[1]:.3f} +- {spaced_se[1]:.3f} nm")
print("all assertions hold")
```

Output:

```
peak r = R/a: 1.39091
peak coverage: 85.55 %
peak rms/a = D(r): 0.45903
peak mean height/a: 0.93188
table: r, coverage %, mean/a, rms/a, G
  0.5   22.12 0.0756 0.1520 +0.15706
  1.0   63.21 0.4619 0.3931 +0.13502
  1.3   81.55 0.8166 0.4557 +0.02599
  1.4   85.91 0.9435 0.4590 -0.00228
  1.5   89.46 1.0718 0.4547 -0.02335
  2.0   98.17 1.6987 0.3645 -0.04207
  3.0   99.99 2.8217 0.1949 -0.00619
D(2) and its lower bound: 0.30134 0.29297
nucleus density: 1.0e+12 cm^-2 = 0.010 nm^-2
growth per cycle: 0.050 nm
length a: 5.642 nm
radius at peak: 7.847 nm
cycles at peak: 156.9
mean height at peak: 5.258 nm
rms roughness at peak: 2.590 nm
lag of mean at peak: 51.8 cycles
rms within 1 %: cycles 144.9 to 169.6
  coverage 80.8 to 89.6 %
simulated images: 16, side 1000 nm, 400 pixels/side
  peak coverage: 85.53 +- 0.08 % (s.e.)
  scatter of one image: 0.30 % coverage
  rms at R_peak: 2.586 +- 0.003 nm (s.e.)
  scatter of one image: 0.013 nm rms
nucleation window: 50 cycles = 2.50 nm
  peak coverage 85.59 %, rms 2.700 nm
  peak at cycle 181.4
  nuclei on covered ground: 1.65 %
contact angle: 70 deg
  peak coverage 89.47 %, rms 1.865 nm
tip radius: 10.0 nm
  true coverage at measured peak 53.97 %
  measured peak rms 1.126 nm at cycle 99.4
minimum spacing: 5.0 nm, 8 images
  peak coverage 84.79 +- 0.05 %
  rms at R_peak 2.032 +- 0.003 nm
all assertions hold
```
